Restoring fourth-order Runge-Kutta accuracy in a threshold memristor model

**What goes wrong**

Classical fourth-order Runge-Kutta (RK4) should cut its error by about 16 when the step is halved. Applied with fixed steps to a memristor that moves only above a threshold voltage, it does not. In the example below, the root-mean-square (RMS) error of the final state falls from 2.88×10⁻⁵ for runs of 100–119 steps to 8.31×10⁻⁶ for runs of 200–219 steps. That is a factor of 3.5, where fourth order would give about 13 for these step numbers. Individual runs are erratic. The best run with 200–219 steps has an error of 7.85×10⁻⁸, smaller than that of any run with 400–419 steps. Refining the grid can therefore make the answer worse, and the difference between two runs is a poor guide to the error of the finer one.

The cause is a kink in the state velocity. Finding how it enters the error also shows how little is needed to remove it.

**The device and its circuit**

The state x lies between 0 and 1 and sets the conductance

G(x) = G_off + (G_on − G_off) x.

The device is in series with a resistor R_s and a source V(t) = V₀ sin(ωt), where ω = 2π/T. The current is the same in both elements, so (V − v)/R_s = G v, and the device voltage is

v = V(t)/D(x), D(x) = 1 + R_s G(x).

The state velocity x′ = f(t, x) has three branches:

set, v > v_s: f = k_s (v/v_s − 1)(1 − x)
reset, v < −v_r: f = −k_r (−v/v_r − 1) x
idle, otherwise: f = 0.

The factors 1 − x and x keep the state inside its range. At either threshold the active velocity is zero, so f is continuous but its slope is not.

Differentiating the divider gives

v′ = V′/D − V R_s (G_on − G_off) x′/D².

At a threshold x′ = 0, which leaves v′ = V′/D. The device can thus enter the set branch only while V rises and leave it only while V falls. Although a growing x lowers v, this feedback cannot make the device chatter between branches. The same argument holds for reset with the signs reversed. A sinusoidal drive that takes v beyond both thresholds gives four crossings per period.

**The size of the slope jump**

Let t* be a crossing time and Δs the slope of f just after it minus the slope just before. On the set branch

df/dt = k_s (1 − x) v′/v_s − k_s (v/v_s − 1) x′.

The second term vanishes at threshold. On entry the slope changes from zero to k_s(1 − x)V′/(v_s D), with V′ > 0. On exit it changes from that expression, now with V′ < 0, to zero. Both jumps are positive:

Δs = k_s (1 − x)|V′|/(v_s D) (set).

On the reset branch the slope at threshold is +k_r x V′/(v_r D). Entry has V′ < 0 and exit has V′ > 0, so both jumps are negative:

Δs = −k_r x |V′|/(v_r D) (reset).

**What RK4 does with a kink**

Consider a step of length h from t_n that contains one crossing at t* = t_n + θh, with 0 < θ < 1. Throughout the step f is O(h), because it vanishes at the crossing. The state therefore changes by O(h²), and every RK4 stage is evaluated within O(h²) of the state x* at the crossing. With (y)₊ = max(y, 0) and a the slope before the crossing,

f = a(t − t*) + Δs (t − t*)₊ + O(h²).

After multiplication by h, the remainder affects the step only at O(h³). To leading order f depends on time alone, and RK4 becomes Simpson's rule with weights 1/6, 4/6 and 1/6 at the start, middle and end. Simpson's rule integrates the linear term without error, so only the kink contributes.

For θ ≤ 1/2 the kink term is zero at the start, Δs h(1/2 − θ) in the middle and Δs h(1 − θ) at the end. Simpson's rule gives

Δs h² [(4/6)(1/2 − θ) + (1/6)(1 − θ)] = Δs h² (1/2 − 5θ/6).

The true integral is

Δs h² (1 − θ)²/2 = Δs h² (1/2 − θ + θ²/2).

The numerical value minus the true one is Δs h² (θ/6 − θ²/2). For θ > 1/2 only the end point sees the kink, and the difference is Δs h² [(1 − θ)/6 − (1 − θ)²/2]. One formula covers both cases:

step error = Δs h² E(θ), E = u/6 − u²/2, u = min(θ, 1 − θ).

E is zero at θ = 0, 1/3, 2/3 and 1. It has positive maxima of 1/72 at u = 1/6 and its largest size at θ = 1/2, where E = 1/12 − 1/8 = −1/24.

Let P_i be the derivative of the final state with respect to the state at crossing i. The smooth steps together contribute O(h⁴), so the error at the end of the period is

error = h² Σ P_i Δs_i E(θ_i) + O(h³).

The number of crossings does not grow as h shrinks, which is why the order is two and not one. The coefficient does not settle either, because each θ_i is the fractional part of t_i/h and changes with every new step number. Terms of either sign can nearly cancel, which produces the deceptively good runs.

Parameter derivatives suffer more. If a parameter p moves a crossing time, then dθ/dp = (1/h) dt*/dp, and differentiating h²E(θ) gives h E′(θ) dt*/dp. At leading order, derivatives of the plain RK4 result converge only as h. This matters when the model is fitted to data by a gradient method.

**How accurately must the crossing be found?**

The remedy is to end a step at the crossing, so that RK4 never works across the kink. The accuracy required of the crossing time decides the cost.

Near a crossing, extend the formulas of both branches smoothly to both sides. Their difference, new minus old, is Δs(t − t*) to leading order. Suppose the change of branch is made at t* + δ. If δ > 0, the old formula is used for too long, and the state error is

−∫₀^δ Δs τ dτ = −½ Δs δ².

If δ < 0, the new formula is used too early, and the error is the integral of +Δs τ from δ to 0, which is again −½ Δs δ². Hence

error in final state = −½ P Δs δ².

The linear term is missing because the velocity is zero at threshold. A timing error δ = O(h²) therefore costs only O(h⁴) in the state. If the velocity itself jumped by J at threshold, the state error would be −Jδ, and the crossing time would have to be accurate to O(h⁴).

Linear interpolation is good enough for the kink. Let g be the relative overdrive, v/v_s − 1 for set or −v/v_r − 1 for reset. Over an interval h, a smooth g departs from its chord by at most h²|g″|/8, with g″ taken at its largest. Dividing by the slope gives, to leading order,

|δ| ≤ h² |g″|/(8|g′|).

At the first crossing the state has not yet moved, so g″/g′ = V″/V′ and |g″/g′| = ω tan(ωt*) = 4.0 per µs for the example. With h = 0.01 µs this allows a timing error of 5×10⁻⁵ µs at that crossing. At the other three the ratio lies between 3.6 and 4.7 per µs, so the largest bound is 5.8×10⁻⁵ µs. The measured RMS value over all four crossings, for 100–119 steps, is 3.2×10⁻⁵ µs.

**The scheme**

The program state consists of t, x and the current branch. Each grid interval is treated as follows.

1. Take a trial RK4 step to the next grid point with the current branch formula, even where it runs past its threshold. All stages then see one smooth function.
2. Look for a directed sign change of g. In the idle branch, g for set or for reset must go from negative to non-negative. In an active branch, its own g must go from positive to non-positive.
3. If there is none, accept the step.
4. If there is one, with g₀ at the start and g₁ at the end, repeat the step from the same start with length h g₀/(g₀ − g₁). Change the branch and return to item 1 for the rest of the interval.

The direction matters. In the example below g is concave near its crossings, so its chord lies below it and interpolation leaves an active branch slightly early, with g still slightly positive. In the idle branch g then passes through zero once more. A test for any change of sign would take this for a new entry and switch straight back.

Each piece is now an RK4 step on a smooth function, with local error O(h⁵). Their sum over the period is O(h⁴), and the timing errors add another O(h⁴). A crossing needs a trial step, a shortened step and a remainder instead of one step. That is two extra steps per crossing, or 108 instead of 100 for a period with four crossings.

**A worked cycle**

The example takes V₀ = 2 V, T = 1 µs, R_s = 5 kΩ, on and off resistances of 10 and 200 kΩ, v_s = 1.0 V, v_r = 0.8 V, k_s = 8 per µs, k_r = 5 per µs and an initial state of 0.1. At the start G = 0.005 + 0.095 × 0.1 = 0.0145 mS, so D = 1 + 5 × 0.0145 = 1.0725. The first crossing is at

t₁ = arcsin(1.0725/2)/(2π) = 0.0901 µs.

There V′ = 2 × 2π × cos(0.566) = 10.61 V/µs, and

Δs₁ = 8 × 0.9 × 10.61/1.0725 = 71.2 per µs².

The set pulse raises x to 0.653, and the reset pulse lowers it to 0.202. The four products P_iΔs_i are 6.10, 9.27, −15.51 and −12.67 per µs². The first crossing has by far the largest slope jump but the smallest weight, since P₁ = 0.086: the later evolution largely forgets the state at which it began.

For 400 steps, h = 0.0025 µs and the fractions θ_i are 0.032, 0.456, 0.875 and 0.396. The values of E are 0.0048, −0.0279, 0.0130 and −0.0123. The forecast error is

(0.0025)² × (0.029 − 0.258 − 0.202 + 0.156) = −1.7×10⁻⁶.

Such forecasts were compared with the actual errors of plain RK4, measured against an adaptive eighth-order solution. The RMS mismatch, relative to the RMS error, was 0.13 % for 400–419 steps and 0.04 % for 1600–1619 steps.

A typical error follows if the θ_i are treated as independent and uniformly distributed. The mean of E is then zero, and the mean of E² is

2 ∫₀^½ (u/6 − u²/2)² du = 2 (1/864 − 1/384 + 1/640) = 1/4320.

The RMS error is h² √(Σ(P_iΔs_i)²/4320) = 0.35 h², with h in µs. For h = 1/109 µs this gives 2.9×10⁻⁵, in agreement with the measured 2.88×10⁻⁵.

With interpolated crossings and the same grids of 100–119 steps, the RMS error is 3.8×10⁻⁸, smaller by a factor of 750. Solving the crossing equation by iteration gives 3.4×10⁻⁸, a small gain. From 0.35 h², plain RK4 would need about 3000 steps to reach 3.8×10⁻⁸. The fitted orders over 50 to 419 steps are 1.99 for plain RK4, 4.09 with iterated crossings and 4.10 with interpolated ones. The interpolated crossing times converge with order 2.02.

The quadratic timing law was tested by displacing one branch change at a time by ±1 ns. At the third crossing it predicts a shift of ½ × 15.51 × (0.001)² = 7.8×10⁻⁶. Over all crossings and both signs, the measured shifts agreed with the law to 0.21 %.

**A case with a closed solution**

Without the series resistor v = V(t), and the variables separate. During set, d ln(1 − x)/dt = −k_s(v/v_s − 1). During reset, d ln x/dt = −k_r(−v/v_r − 1). For a threshold v_th the overdrive lasts from a = arcsin(v_th/V₀)/ω to T/2 − a, measured from the start of its half-period, and its integral is

I = 2V₀ cos(ωa)/(v_th ω) − (T/2 − 2a).

This gives I_s = 0.2180 µs and I_r = 0.3603 µs. The state after set is 1 − 0.9 exp(−8 × 0.2180) = 0.8427. After reset it is 0.8427 exp(−5 × 0.3603) = 0.1391. The adaptive reference reproduces the closed value to 9×10⁻¹⁴, and RK4 with iterated crossings and 400 steps reproduces it to 1×10⁻¹⁰.

**Where the scheme fails, and other thresholds**

A sign test at grid points misses an excursion that begins and ends between them. With the drive reduced to 1.078 V, the idle device peaks at 1.005 v_s and stays above the set threshold for

(T/π) arccos(1/1.005) = 0.032 µs.

A grid of 22 steps has h = 0.045 µs, with the peak midway between two points. It finds only the two reset crossings, whereas 200 steps find all four. If the extrema of the drive are known, placing grid points on them removes this failure. V′ then has one sign within each step, so a threshold crossed in that step cannot be crossed back before its end. Near an extremum the bound on δ still grows as 1/|V′|, so interpolation needs steps with h|g″/g′| well below one.

The argument extends to a velocity proportional to (v/v_s − 1)^p with integer p ≥ 1. The non-smooth part of f is then O(h^p) within the straddling step, and its integral is O(h^(p+1)). Plain RK4 is thus expected to have order p + 1 up to its usual limit of four: three for p = 2, and no loss of order for p = 3. These cases follow from the scaling and were not computed.

**What the digits mean for a real cell**

The thresholds and resistances are round values in the rough range of a filamentary hafnium-oxide memory cell. One assumption that such cells can break severely is constant temperature. The model's peak power of 135 µW, in a filament 5 nm long and 5 nm in radius with a rough thermal conductivity of 5 W/(m K), heats its middle by PL/(8κA) ≈ 210 K if heat leaves only through the ends and these stay at 300 K. For ion hopping over a barrier of 1 eV, this speeds up the motion by a factor of about 10⁷ relative to 300 K. The factor shows only the scale of the effect. It falls to 3×10⁴ if the conductivity is doubled and rises to 8×10⁹ if it is halved. It also holds only at peak power: at the first crossing the power is 14.5 µW, the heating 23 K and the factor about 16. The constants k_s and k_r are therefore effective values for the working conditions, and the final state is not a prediction from material data. The peak field of 3.3 MV/cm is also high enough that further breakdown of the oxide cannot be ruled out.

Smaller omissions also exceed the error of the interpolated scheme with 100 steps. Raising both thresholds by 5 % moves the final state by +0.012, or 6 % of its value. Multiplying the off conductance by 4.2, the value that a sinh leakage law with a scale of 0.5 V reaches at the peak voltage, moves it by +0.011. This overstates the leakage at lower voltages, and the sinh law itself gives +0.007. Rounding the thresholds over the thermal voltage w = 26 mV, with w ln(1 + exp(u/w)) in place of (u)₊, moves it by −1.3×10⁻⁴ (Gaussian smoothing of the same width gives −4×10⁻⁵), and a parallel capacitance of 20 fF by +3.5×10⁻⁵. For one cycle of one cell, plain RK4 with 100 steps is already more accurate than the model. The kink itself belongs to the sharp-threshold model, since thermally activated kinetics are smooth. With a rounded threshold plain RK4 regains fourth order, but only for steps well below the time taken to sweep through the rounding, about 2.6 ns for 26 mV at 10 V/µs. For models with sharp thresholds, the fourth-order scheme is worth its small cost when differences between runs matter, as in fitting, sensitivity analysis or checks of convergence. The numerical output below gives the main values in full.

Computed values

```
Drive: amplitude 2.0 V, period 1.0 us
Series 5.0 kohm; on 10, off 200 kohm
Thresholds: set 1.0 V, reset 0.8 V
Rates: set 8.0 /us, reset 5.0 /us
Initial state 0.1, final state 0.2023356414
No series resistor: closed final state 0.1390609499
  reference error 8.7e-14, located RK4 (400 steps) 9.8e-11
Crossings: time (us), state, slope jump (1/us^2), sensitivity
  0.09007979  0.100000  +71.206  0.0857
  0.38363906  0.653481  +19.419  0.4775
  0.58968628  0.653481  -32.491  0.4775
  0.92598922  0.202336  -12.670  1.0000
RMS final-state error: steps, plain, root-located, interpolated
  50-69: 1.02e-04  4.55e-07  5.00e-07
  100-119: 2.88e-05  3.44e-08  3.84e-08
  200-219: 8.31e-06  2.45e-09  2.68e-09
  400-419: 2.13e-06  1.65e-10  1.79e-10
Plain error, smallest and largest size in each group
  50-69: 4.91e-06  2.26e-04
  100-119: 4.55e-07  9.47e-05
  200-219: 7.85e-08  1.52e-05
  400-419: 1.13e-07  4.07e-06
Order: plain 1.99, root-located 4.09, interpolated 4.10
Order of interpolated crossing times: 2.02
RMS crossing-time error, 100-119 steps: 3.21e-05 us
Error forecast, relative mismatch: 0.0013 (400-419 steps), 0.0004 (1600-1619)
Mistiming 1 ns, measured/law: 0.9979 to 1.0021
RK4 steps for 100 grid steps, interpolated: 108
Weak drive 1.0779 V: crossings found 2 (22 steps), 4 (200 steps)
Neglected effects (rough material values)
  filament length 5 nm, radius 5 nm, conductivity 5.0 W/(m K)
  peak device voltage 1.665 V, field 3.33 MV/cm
  peak power 134.7 uW, heating 214 K, thermal time 1.27 ps
  Arrhenius acceleration, 1.0 eV from 300 K: 1.0e+07
  state shift, 20 fF capacitance: +3.5e-05
  state shift, threshold rounded over 25.9 mV: -1.3e-04
  state shift, thresholds 5 % higher: +0.0119
  state shift, off leakage times 4.19 (sinh scale 0.5 V): +0.0106
```
